**Boundary diffusivity from one point of a type C profile**

For a constant concentration c₀ at the boundary mouth and no leakage, the program tests c/c₀ = erfc(η) with η = y/(2√(D_b t)), where y is depth, t is time and D_b is the boundary diffusivity. A reading of 10 percent at 4000 nm after 10⁴ s gives D_b = 295.7 nm²/s, or 2.957 × 10⁻¹⁶ m²/s. The program asserts that the profile satisfies the diffusion equation symbolically, including for a tilted boundary, and that a time-dependent simulation reproduces it at three depths. It also asserts that simulations with leakage agree with numerical Laplace inversion, both for a continuum grain and for a grain made of atomic planes. The first-order leakage correction to D_b is 0.6856/α, where α = δ/(2√(Dt)), δ is the boundary width and D is the lattice diffusivity; full inversion at α = 1000 gives a coefficient of 0.6857. At D = 10⁻⁶ nm²/s the corrected D_b is 380.8 nm²/s for the continuum and 314.8 nm²/s for atomic planes. The output also sizes the effects of a 30 degree tilt and of two unequal boundary populations.

## Numerical verification

```python
"""Boundary diffusivity from one point of a type C grain-boundary profile.

Result under test: with a constant concentration at the boundary mouth and
no leakage into the grains, c/c0 = erfc(eta), eta = y/(2 sqrt(Db t)), so
Db = y^2/(4 eta^2 t) with erfc(eta) = measured fraction.
Symbols: y depth, t time, Db boundary diffusivity, D lattice diffusivity,
delta boundary width, a spacing of atomic planes,
alpha = delta/(2 sqrt(D t)). No segregation. Lengths in nm, times in s.
Leakage is also treated, with the grain as a continuum or as atomic planes.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, erfcinv
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import splu

depth = 4000.0
time = 1.0e4
fraction = 0.1
delta = 0.5
plane_spacing = 0.25


def erfc_by_quadrature(x):
    return 2 / np.sqrt(np.pi) * quad(lambda u: np.exp(-u * u), x, np.inf)[0]


def diffusivity(eta_value, y=depth):
    return y**2 / (4 * eta_value**2 * time)


# Newton solution of erfc(eta) = fraction, using the defining integral
iterates = [1.0]
for _ in range(5):
    x = iterates[-1]
    step = np.sqrt(np.pi) / 2 * np.exp(x * x)
    iterates.append(x + step * (erfc_by_quadrature(x) - fraction))
eta = iterates[-1]
assert abs(eta - erfcinv(fraction)) < 1e-8
Db = diffusivity(eta)

# The profile satisfies the diffusion equation, also for a tilted boundary
z, ts, Ds, angle = sp.symbols("z t D theta", positive=True)
trial = sp.erfc(z / (2 * sp.cos(angle) * sp.sqrt(Ds * ts)))
residual = sp.diff(trial, ts) - Ds * sp.cos(angle)**2 * sp.diff(trial, z, 2)
assert sp.simplify(residual) == 0


def simulate(D, spacing, planes, half_cell):
    """Evolve the boundary and its adjoining grain from an empty start.

    half_cell = 1: grain is a continuum sampled on a grid;
    half_cell = 0: grain consists of separate atomic planes.
    Returns depths and boundary concentrations divided by c0.
    """
    dy, length = 40.0, 16000.0
    count = int(round(length / dy)) - 1
    store = np.full(planes + 1, spacing)
    store[0] = delta / 2 + half_cell * spacing / 2
    exchange = np.zeros((planes + 1, planes + 1))
    for j in range(planes):
        conductance = D / spacing
        exchange[j, j] -= conductance / store[j]
        exchange[j, j + 1] += conductance / store[j]
        exchange[j + 1, j + 1] -= conductance / store[j + 1]
        exchange[j + 1, j] += conductance / store[j + 1]
    along = diags([np.ones(count - 1), -2 * np.ones(count),
                   np.ones(count - 1)], [-1, 0, 1])
    rate = Db / dy**2 * (delta / 2) / store[0]
    only_boundary = np.zeros((planes + 1, planes + 1))
    only_boundary[0, 0] = rate
    A = csc_matrix(kron(csc_matrix(only_boundary), along)
                   + kron(csc_matrix(exchange), identity(count)))
    source = np.zeros(A.shape[0])
    source[0] = rate
    # Two-stage, second-order, strongly damped implicit time stepping
    steps = 200
    h = time / steps
    g = 1 - 1 / np.sqrt(2)
    solver = splu(csc_matrix(identity(A.shape[0]) - g * h * A))
    u = np.zeros(A.shape[0])
    for _ in range(steps):
        k1 = solver.solve(A @ u + source)
        k2 = solver.solve(A @ (u + (1 - g) * h * k1) + source)
        u = u + h * ((1 - g) * k1 + g * k2)
    return dy * np.arange(1, count + 1), u[:count]


def leaky_value(eta_value, D, atomic):
    """Boundary concentration/c0 with leakage, by Laplace inversion."""
    Dt = D * time

    def transform(P):
        if atomic:
            m = P * plane_spacing**2 / Dt
            drop = mp.sqrt(m) * mp.sqrt(1 + m / 4) - m / 2
            sink = 2 * Dt / (delta * plane_spacing) * drop
        else:
            sink = 2 * np.sqrt(Dt) / delta * mp.sqrt(P)
        return mp.exp(-2 * eta_value * mp.sqrt(P + sink)) / P

    return float(mp.re(mp.invertlaplace(transform, 1, method="talbot")))


def corrected_diffusivity(D, atomic):
    root = brentq(lambda x: leaky_value(x, D, atomic) - fraction,
                  0.2, 1.01 * eta, xtol=1e-11)
    return diffusivity(root)


# Time-dependent solution without leakage
grid, pure = simulate(0.0, 1.0, 0, 0)
pure_at_depth = np.interp(depth, grid, pure)
assert abs(pure_at_depth - fraction) < 1e-4
depth_half = 2 * np.sqrt(Db * time) * erfcinv(0.5)
depth_one = 2 * np.sqrt(Db * time) * erfcinv(0.01)
assert abs(np.interp(depth_half, grid, pure) - 0.5) < 3e-4
assert abs(np.interp(depth_one, grid, pure) - 0.01) < 1e-4

# Time-dependent solutions with leakage against the Laplace formulas
D_test = 1e-6
grid, cont = simulate(D_test, 0.01, 80, 1)
cont_sim = np.interp(depth, grid, cont)
cont_laplace = leaky_value(eta, D_test, False)
assert abs(cont_sim - cont_laplace) < 5e-4
grid, atom = simulate(D_test, plane_spacing, 10, 0)
atom_sim = np.interp(depth, grid, atom)
atom_laplace = leaky_value(eta, D_test, True)
assert abs(atom_sim - atom_laplace) < 2e-4

# First-order leakage laws, tested where alpha is large
alpha_large = 1000.0
D_small = (delta / (2 * alpha_large))**2 / time
bias_coefficient = np.sqrt(np.pi) * np.exp(eta**2) * erfc(eta)
bias_full = alpha_large * (corrected_diffusivity(D_small, False) / Db - 1)
assert abs(bias_full / bias_coefficient - 1) < 5e-3
loss_full = alpha_large * (1 - leaky_value(eta, D_small, False) / fraction)
assert abs(loss_full / eta - 1) < 5e-3

# Sensitivity to the measured fraction
sensitivity = np.sqrt(np.pi) * np.exp(eta**2) * fraction / eta
shift = 1e-4
numeric = (np.log(diffusivity(erfcinv(fraction * np.exp(shift))))
           - np.log(diffusivity(erfcinv(fraction * np.exp(-shift)))))
assert abs(numeric / (2 * shift) - sensitivity) < 1e-5

# Tilted boundary and two equal populations of unequal boundaries
tilt = 30.0
Db_tilt = Db / np.cos(np.radians(tilt))**2
spread = 3.0


def mixture(mean_D):
    fast = erfc(depth / (2 * np.sqrt(mean_D * spread * time)))
    slow = erfc(depth / (2 * np.sqrt(mean_D / spread * time)))
    return 0.5 * (fast + slow), fast / (fast + slow)


mean_D = brentq(lambda d: mixture(d)[0] - fraction, Db / 20, Db * 20)
fast_share = mixture(mean_D)[1]
assert fast_share > 0.5

print(f"Depth y: {depth:.0f} nm")
print(f"Time t: {time:.0f} s")
print(f"Measured fraction c/c0: {fraction:.2f}")
for i, value in enumerate(iterates[:5]):
    print(f"Newton iterate {i}: eta = {value:.5f}, "
          f"erfc(eta) = {erfc_by_quadrature(value):.5f}")
print(f"Solution eta: {eta:.5f}")
print(f"Diffusion length 2 sqrt(Db t): {2*np.sqrt(Db*time):.1f} nm")
print(f"Boundary diffusivity Db: {Db:.2f} nm^2/s")
print(f"Boundary diffusivity Db: {Db*constants.nano**2:.3e} m^2/s")
print(f"Simulated c/c0 at y, no leakage: {pure_at_depth:.5f}")
print(f"Predicted depth at 50 percent: {depth_half:.0f} nm")
print(f"Predicted depth at 1 percent: {depth_one:.0f} nm")
print(f"d ln Db / d ln fraction: {sensitivity:.4f}")
print(f"Db if the depth is 5 percent larger: "
      f"{diffusivity(eta, 1.05*depth):.1f} nm^2/s")
print(f"Db if the fraction is 0.11: "
      f"{diffusivity(erfcinv(0.11)):.1f} nm^2/s")
print(f"Rough boundary width delta: {delta:.2f} nm")
print(f"Rough plane spacing a: {plane_spacing:.2f} nm")
print(f"First-order bias of Db times alpha: {bias_coefficient:.4f}")
print(f"Same from full inversion, alpha = {alpha_large:.0f}: "
      f"{bias_full:.4f}")
print(f"Leakage test at fixed Db, D = {D_test:.0e} nm^2/s:")
print(f"  continuum c/c0: simulation {cont_sim:.5f}, "
      f"Laplace {cont_laplace:.5f}")
print(f"  atomic planes c/c0: simulation {atom_sim:.5f}, "
      f"Laplace {atom_laplace:.5f}")
print("Db corrected for leakage (nm^2/s), same measured point:")
for D in (1e-8, 1e-7, 1e-6):
    root_Dt = np.sqrt(D * time)
    by_continuum = corrected_diffusivity(D, False)
    by_planes = corrected_diffusivity(D, True)
    assert by_continuum > Db and by_planes > Db
    print(f"  D = {D:.0e} nm^2/s, sqrt(Dt) = {root_Dt:.4f} nm, "
          f"alpha = {delta/(2*root_Dt):.2f}:")
    print(f"    continuum {by_continuum:.1f}, planes {by_planes:.1f}")
print(f"Db along a boundary tilted {tilt:.0f} degrees: "
      f"{Db_tilt:.1f} nm^2/s")
print(f"Two populations, factor {spread:.0f} above and below the mean:")
print(f"  geometric mean Db: {mean_D:.1f} nm^2/s")
print(f"  fast Db: {mean_D*spread:.1f} nm^2/s")
print(f"  share of signal at y from fast boundaries: {fast_share:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Depth y: 4000 nm
Time t: 10000 s
Measured fraction c/c0: 0.10
Newton iterate 0: eta = 1.00000, erfc(eta) = 0.15730
Newton iterate 1: eta = 1.13803, erfc(eta) = 0.10752
Newton iterate 2: eta = 1.16238, erfc(eta) = 0.10021
Newton iterate 3: eta = 1.16309, erfc(eta) = 0.10000
Newton iterate 4: eta = 1.16309, erfc(eta) = 0.10000
Solution eta: 1.16309
Diffusion length 2 sqrt(Db t): 3439.1 nm
Boundary diffusivity Db: 295.69 nm^2/s
Boundary diffusivity Db: 2.957e-16 m^2/s
Simulated c/c0 at y, no leakage: 0.10001
Predicted depth at 50 percent: 1640 nm
Predicted depth at 1 percent: 6264 nm
d ln Db / d ln fraction: 0.5895
Db if the depth is 5 percent larger: 326.0 nm^2/s
Db if the fraction is 0.11: 313.2 nm^2/s
Rough boundary width delta: 0.50 nm
Rough plane spacing a: 0.25 nm
First-order bias of Db times alpha: 0.6856
Same from full inversion, alpha = 1000: 0.6857
Leakage test at fixed Db, D = 1e-06 nm^2/s:
  continuum c/c0: simulation 0.06433, Laplace 0.06438
  atomic planes c/c0: simulation 0.09002, Laplace 0.09002
Db corrected for leakage (nm^2/s), same measured point:
  D = 1e-08 nm^2/s, sqrt(Dt) = 0.0100 nm, alpha = 25.00:
    continuum 303.8, planes 295.9
  D = 1e-07 nm^2/s, sqrt(Dt) = 0.0316 nm, alpha = 7.91:
    continuum 321.8, planes 297.6
  D = 1e-06 nm^2/s, sqrt(Dt) = 0.1000 nm, alpha = 2.50:
    continuum 380.8, planes 314.8
Db along a boundary tilted 30 degrees: 394.3 nm^2/s
Two populations, factor 3 above and below the mean:
  geometric mean Db: 162.3 nm^2/s
  fast Db: 486.8 nm^2/s
  share of signal at y from fast boundaries: 0.9994
ALL CHECKS PASSED
```
